Does a room-temperature resistance tangent extrapolate to the residual resistance?

**Question**

I measure the resistance of copper interconnect films between about 280 and 360 K. The data lie on a very good straight line. My reasoning is that phonon resistance is proportional to T at these temperatures and vanishes at zero kelvin, so the line continued to T = 0 should leave the residual resistance from impurities, grain boundaries and surfaces.

For thin films this gives plausible numbers. For a thick, clean film the intercept came out negative. I suspected the thermometer, but recalibration changed nothing. If the Bloch-Gruneisen law really becomes linear at high temperature, what is wrong with the extrapolation? Can I correct it, or do I have to cool the sample?

**Answer**

The thermometer may be fine. "Becomes linear" and "has a tangent through the origin" are different statements, and your method needs the second. To separate them, write the resistivity as

ρ(T) = ρ0 + ρ_ph(T),

where ρ0 is the residual part and ρ_ph the phonon part. This sum is Matthiessen's rule, assumed here and examined at the end. With fixed sample dimensions, resistance is resistivity times a constant, so the argument applies to both.

The tangent at T0 is ρ(T0) + (T − T0)ρ'(T0). At T = 0 its value is ρ0 + I, with

I = ρ_ph(T0) − T0 ρ_ph'(T0).

Your method is right if I = 0. The sign of I follows from how phonons resist a current.

**Where the phonon resistivity comes from**

I use atomic units with k_B = 1, so that temperatures and phonon frequencies are both energies. Assume an isotropic metal whose electrons drift rigidly with a small velocity u, while the phonons stay in equilibrium. The electron occupation is f(ε − k·u), where f(y) = 1/(e^(y/T) + 1), ε is measured from the chemical potential, and n(ω) = 1/(e^(ω/T) − 1) is the phonon occupation.

When an electron emits a phonon (q, ω), its energy falls by ω and its wavevector by q. The argument y = ε − k·u therefore becomes y − w, with w = ω − q·u. Emission and absorption are proportional to

emission: [n(ω) + 1] ∫ f(y)[1 − f(y − w)] dy
absorption: n(ω) ∫ f(y − w)[1 − f(y)] dy.

Inserting the Fermi function gives the identity

f(y)[1 − f(y − w)] = n(w)[f(y − w) − f(y)].

The integral of the last bracket is w, so the emission integral is w n(w). The absorption integrand is larger by the factor e^(w/T), and e^(w/T) n(w) = n(w) + 1, so its integral is w[n(w) + 1]. The net emission is

w{[n(ω) + 1]n(w) − n(ω)[n(w) + 1]} = w[n(w) − n(ω)].

It vanishes without drift. To first order in u, use n'(ω) = −n(n + 1)/T:

net emission ≈ (q·u) ω n(n + 1)/T.

Each net emission removes momentum q from the electrons. Let W_q ≥ 0 contain the squared coupling and the electronic phase space, and let q_∥ be the component of q along u. The drag per volume is u Σ q_∥² W_q ω n(n + 1)/T, the sum being taken per unit volume. In a steady state it balances the driving force N E on N electrons per volume. The current density is N u, so

ρ_ph = E/(N u) = (1/N²) Σ q_∥² W_q ω n(n + 1)/T.

Collecting phonons of equal frequency into a temperature-independent function K(ω) ≥ 0 gives

ρ_ph = ∫ K(ω) ω n(n + 1)/T dω.

Since n(n + 1) = 1/[4 sinh²(ω/2T)], this is

ρ_ph/T = ∫ [K(ω)/ω] g(ω/T) dω, with g(z) = z²/[4 sinh²(z/2)].

**The sign of the intercept**

Differentiate ρ_ph/T:

d(ρ_ph/T)/dT = (Tρ_ph' − ρ_ph)/T².

At T0 the numerator is −I, so

I = −T0² d(ρ_ph/T)/dT, evaluated at T0.

Now sinh(y)/y = 1 + y²/6 + … has positive coefficients and grows with y. Hence g(z) decreases as z grows. Raising T lowers z = ω/T and raises g for every phonon. Thus ρ_ph/T increases with temperature, and I is negative at every T0 > 0. Within this transport model, the result needs no particular phonon spectrum.

Physically, a phonon with ω much smaller than T scatters in proportion to T, which is the limit g = 1. At finite T each mode scatters less than this classical amount, and the shortfall, as a fraction of that amount, shrinks on heating. The curve therefore rises faster than a proportional law, and its tangent passes below the origin.

**The Bloch-Gruneisen case**

For the size of I we need K(ω). Neglect the phonon energy beside the electron energies. Energy conservation on the Fermi surface then gives the phase-space factor

∫ δ(k_F q cosθ − q²/2) d(cosθ) = 1/(k_F q), for q < 2k_F.

The squared displacement of a mode goes as 1/ω, and deformation coupling multiplies it by q². With ω proportional to q, the squared coupling goes as q. The product W_q is then constant. The factor q_∥² and the shell volume q² dq give K(ω) = Bω⁴, up to the Debye temperature Θ. Umklapp scattering is left out. For one electron per atom the Debye sphere has radius 2^(1/3) k_F, which is below 2k_F, so the phase-space formula covers it.

The high-temperature slope is A = ∫ K/ω dω = BΘ⁴/4. Substituting z = ω/T,

ρ_ph = BT ∫₀^Θ ω³ g(ω/T) dω = BT⁵ ∫₀^(Θ/T) z³ g(z) dz.

With B = 4A/Θ⁴ this is the Bloch-Gruneisen law:

ρ_ph = C(T/Θ)⁵ J5(Θ/T), C = 4AΘ,
J5(x) = ∫₀^x z⁵/[4 sinh²(z/2)] dz.

To expand it, start from 4 sinh²(z/2) = 2(cosh z − 1):

1/g = 1 + z²/12 + z⁴/360 + z⁶/20160 + …

Let g = 1 + a₁z² + a₂z⁴ + a₃z⁶ + …. Requiring g × (1/g) = 1 at each power gives

a₁ = −1/12,
a₂ = −1/360 − a₁/12 = 1/240,
a₃ = −1/20160 − a₁/360 − a₂/12 = −1/6048.

Multiply g by z³ and integrate:

J5(x) = x⁴/4 − x⁶/72 + x⁸/1920 − x¹⁰/60480 + …

With x = Θ/T and C = 4AΘ, the resistivity becomes

ρ_ph = A[T − Θ²/(18T) + Θ⁴/(480T³) − Θ⁶/(15120T⁵) + …].

Now take the tangent term by term. The term AT contributes nothing to the intercept. A term b/T^m has T0 times its slope equal to −mb/T0^m, so it contributes (1 + m)b/T0^m. The factors for m = 1, 3, 5 are 2, 4, 6, and

I = −AΘ²/(9T0) + AΘ⁴/(120T0³) − AΘ⁶/(2520T0⁵) + …
 = −[AΘ²/(9T0)] [1 − (3/40)(Θ/T0)² + (1/280)(Θ/T0)⁴ − …].

The series converges for Θ/T0 < 2π, because the nearest zeros of sinh(z/2), apart from the cancelled one at z = 0, are z = ±2πi. A few terms suffice when T0 is comparable with Θ or larger.

This resolves the apparent contradiction. The asymptote approached as T → ∞ is AT, and its phonon intercept is zero. A tangent at finite T0 is a different line. The small term −AΘ²/(18T0) lowers the curve and also steepens it. Extrapolation over the distance T0 turns the extra slope into a second, equal lowering, hence the 9 in place of 18.

For a general spectrum, the first correction in g gives I ≈ −A⟨ω²⟩/(6T0), where ⟨ω²⟩ is averaged with weight K/ω. For Debye phonons that weight is proportional to ω³, so ⟨ω²⟩ = (Θ⁶/6)/(Θ⁴/4) = 2Θ²/3, which returns the result above.

**Low temperature, and fitted lines**

At low temperature the upper limit of J5 goes to infinity. Expanding 1/[4 sinh²(z/2)] = Σ m e^(−mz) and integrating gives J5(∞) = Σ 120/m⁵ ≈ 124.4. Then ρ_ph is proportional to T⁵, its slope times T0 is 5ρ_ph, and I = −4ρ_ph(T0). The intercept error thus vanishes at both ends, as T0⁵ on cooling and as 1/T0 on heating, and is largest in between.

A least-squares line does not remove the error. The line through two phonon points with Ti > Tj has the intercept

a_ij = (Ti ρj − Tj ρi)/(Ti − Tj) = Ti Tj(ρj/Tj − ρi/Ti)/(Ti − Tj) < 0,

because ρ_ph/T increases. For M equally weighted points, the fitted intercept is

a = [ΣT² Σρ − ΣT ΣTρ]/[MΣT² − (ΣT)²].

Summed over all i and j, (Ti − Tj)² gives twice this denominator, and (Ti − Tj)(Ti ρj − Tj ρi) gives twice this numerator. So a is the average of the a_ij with weights (Ti − Tj)². For noise-free data it is negative too, and the constant ρ0 merely adds ρ0 to it.

**Numbers for two films**

Take rough copper-like values: Θ = 320 K and ρ_ph = 1.70 μΩ cm at T0 = 300 K. The Bloch-Gruneisen integral then fixes A = 0.006032 μΩ cm/K. The leading term is

AΘ²/(9T0) = 0.006032 × 320²/(9 × 300) = 0.229 μΩ cm.

With Θ/T0 = 1.067, the bracket is 1 − 0.0853 + 0.0046 = 0.919, so

I = −0.210 μΩ cm, or −0.0097 atomic units of resistivity.

Direct numerical differentiation of the full integral gives the same −0.210 μΩ cm. Replacing the Debye spectrum by a single frequency with the same ⟨ω²⟩ gives −0.212 μΩ cm, so the spectrum's shape matters little here. A line fitted to nine equally spaced points from 280 to 360 K has a phonon intercept of −0.201 μΩ cm.

Consider a clean film, 500 nm thick, with ρ0 = 0.10 μΩ cm. Its tangent intercept is 0.10 − 0.21 = −0.11 μΩ cm, which is the kind of result you found. In a 20 nm film with ρ0 = 2.0 μΩ cm, the same error leaves 1.79 μΩ cm. That looks plausible but is 10.5% below the true ρ0. A positive intercept is no evidence that the method works; in this model it means that ρ0 exceeds |I|.

Moderate cooling can make the tangent worse. Between 20 and 900 K, the most negative phonon intercept is −0.348 μΩ cm, for a tangent taken at 115 K. At 900 K it is −0.076 μΩ cm, if the fixed-volume model is continued that far.

**Can the intercept be corrected?**

In this model it can, if Θ is known. Define r = ρ_ph/(T0ρ_ph') at T0. Then ρ_ph(T0) = r T0ρ', since ρ0 has no slope, and

ρ0 = ρ(T0) − r T0 ρ'(T0).

To obtain r, use d/dT = −(x/T)d/dx on C J5(x)/x⁵:

Tρ_ph' = C[5J5(x)/x⁵ − g(x)/x],
r = [J5(x)/x⁵]/[5J5(x)/x⁵ − g(x)/x].

At high temperature r ≈ 1 − (Θ/T0)²/9. The uncorrected tangent sets r = 1; here r = 0.890. For the clean film, T0ρ' = 1.700 + 0.210 = 1.910 μΩ cm, and the corrected residual value is 1.800 − 0.890 × 1.910 = 0.10 μΩ cm. This recovers the input, as it must for data generated by the model.

The correction is fragile when ρ0 is small. With Θ wrong by −10% or +10%, the clean film gives 0.064 or 0.137 μΩ cm, errors of 36% and 37% of ρ0. The same absolute errors are below 2% of ρ0 for the 20 nm film. A slope error of 1% shifts either result by 0.017 μΩ cm.

A cold measurement avoids the long extrapolation, but 77 K is not cold enough for the clean film. The model's phonon part there is still 0.20 μΩ cm, twice ρ0. At 10 K it is about 3 × 10⁻⁵ μΩ cm, negligible for both films.

**What real films add**

The inputs are in the range of copper at room temperature, but they are rounded, and a real film departs from the model in several ways. The following estimates are shifts of the intercept relative to the zero-kelvin resistivity, with the other inputs held fixed.

Thermal expansion softens the phonons. The squared coupling contributes 1/ω to K, and A = ∫ K/ω dω contributes another, so the high-temperature phonon resistivity goes as 1/Θ². With Gruneisen parameter γ = 2 and volume expansion β = 5 × 10⁻⁵ K⁻¹, ρ_ph acquires the factor 1 + 2γβ(T − T0). This leaves its value at T0 unchanged but adds 2γβρ_ph to the slope. (The 1/Θ² law is the high-temperature limit; at this T0 the full integral makes the extra slope about 6% larger.) The intercept moves by

−2γβT0ρ_ph = −2 × 2 × 5 × 10⁻⁵ × 300 × 1.70 = −0.102 μΩ cm,

about half of I again. Changes of the electronic coupling with volume are left out. The same extra slope spoils the correction: the clean film's corrected value falls by at least 0.890 × 0.102 = 0.091 μΩ cm, which leaves 0.01 μΩ cm or less. These figures use the expansion of free copper. A film clamped to silicon (linear expansion 2.6 × 10⁻⁶ K⁻¹, Poisson ratio of copper 0.34) has β of about 3.7 × 10⁻⁵ K⁻¹; with the same γ the shift is then about −0.08 μΩ cm and the corrected value about 0.03 μΩ cm, still far from 0.10. I would therefore not trust a room-temperature correction for such a film.

Three other effects are smaller. Electron-electron scattering, taken as 3 × 10⁻⁸ T² μΩ cm with T in kelvin, shifts the intercept by −0.003 μΩ cm. If resistance is converted with fixed room-temperature dimensions, the linear expansion of a free sample (1.7 × 10⁻⁵ K⁻¹) adds 0.009 μΩ cm for the thick film and 0.019 for the thin one; a film clamped to a substrate behaves differently. Resistivity saturation, modelled by a parallel resistivity of 150 μΩ cm, adds 0.024 and 0.028 μΩ cm.

For thin films, the important failure is that of Matthiessen's rule. The surface contribution depends on the mean free path λ, which shortens on heating. For diffuse surfaces and film thickness d, the Fuchs-Sondheimer model reduces the conductivity of an electron at distance z from the surface it left, moving at direction cosine μ to the film normal, by the factor 1 − e^(−z/(λμ)). Averaging over depth and direction, with weight (3/2)(1 − μ²) for current along the film, gives

σ_film/σ_bulk = 1 − [3/(2κ)] ∫₀¹ (μ − μ³)(1 − e^(−κ/μ)) dμ, κ = d/λ.

For free electrons, ρ_bulk = k_F/(Nλ) in atomic units. A rough copper density of 8.5 × 10²⁸ electrons per cubic metre then gives ρ_bulk λ ≈ 66 μΩ cm nm. I keep ρ0 at its stated value by choosing the bulk residual part, 0.042 μΩ cm for the thick film and 0.63 for the thin one. Surface scattering then shifts the intercept by −0.006 μΩ cm at 500 nm, but by +0.137 μΩ cm at 20 nm. In the thin film it cancels about two thirds of I.

Adding all these shifts to I gives total errors of −0.29 μΩ cm for the clean film and −0.13 μΩ cm for the thin one, the latter about 6.5% of ρ0. The sum ignores interplay between the effects, and temperature-dependent grain-boundary scattering and conduction through a liner are not included. The negative sign proved above therefore belongs to the phonon part under Matthiessen's rule. In a thin film, the sign of the total error depends on the surfaces as well. The thin-film total also assumes diffuse surfaces. If they reflect specularly and grain boundaries supply the residual resistivity, the shift of +0.137 μΩ cm is absent and the error is about −0.27 μΩ cm, or 13% of ρ0, apart from any shift due to the grain boundaries themselves.

For your clean film, cool to about 10 K. For a film like the 20 nm example, a room-temperature estimate may serve if an error of roughly fifteen percent of ρ0 is acceptable and the effects left out here are small. The figure belongs to ρ0 near 2 μΩ cm. For a cleaner 20 nm film with ρ0 = 1.0 μΩ cm, diffuse surfaces turn the total error positive, about +20% of ρ0, and with specular surfaces nearly the same absolute error as above is about twice as large a fraction. Do not carry it over to thinner films either: with diffuse surfaces and the same ρ0, the positive surface shift grows as the film gets thinner, and at 10 nm it outweighs the phonon error. Further values for the 500 nm and 20 nm examples are in the numerical output.

Calculated quantities

```
Debye temperature: 320 K
tangent temperature T0: 300 K
Theta/T0: 1.0667
phonon resistivity at T0: 1.700 uohm cm
limiting slope A: 0.006032 uohm cm/K
prefactor C: 7.7213 uohm cm
phonon intercept, numerical: -0.2103 uohm cm
same in atomic units: -0.00967 a.u.
series, one term: -0.2288 uohm cm
series, two terms: -0.2093 uohm cm
series, three terms: -0.2103 uohm cm
single-frequency spectrum: -0.2122 uohm cm
line fitted 280-360 K: -0.2005 uohm cm
phonon intercept at 900 K: -0.0755 uohm cm
most negative intercept: -0.3478 uohm cm
  reached for tangent at: 115.4 K
repair ratio r: 0.8899
phonon tangent crosses zero at: 33.0 K
phonon part at 77 K: 0.2029 uohm cm
phonon part at 10 K: 2.86e-05 uohm cm
resistivity x mean free path: 65.7 uohm cm nm
rough Gruneisen parameter: 2.0
rough volume expansion: 5.0e-05 1/K
rough linear expansion: 1.7e-05 1/K
rough e-e coefficient: 3e-08 uohm cm/K^2
rough saturation resistivity: 150 uohm cm
shift, phonon softening: -0.1020 uohm cm
shift, electron-electron: -0.0027 uohm cm
FILM 500 nm, true rho0: 0.10 uohm cm
  tangent intercept: -0.1103 uohm cm
  error over true rho0: -210.3 %
  repaired, right Theta: 0.1000 uohm cm
  repaired, Theta -10%: 0.0643 uohm cm
  repaired, Theta +10%: 0.1374 uohm cm
  shift, dimensions: +0.0092 uohm cm
  shift, saturation: +0.0238 uohm cm
  bulk part of rho0: 0.0418 uohm cm
  shift, surface scattering: -0.0058 uohm cm
  error with all shifts added: -0.2878 uohm cm
FILM 20 nm, true rho0: 2.00 uohm cm
  tangent intercept: 1.7897 uohm cm
  error over true rho0: -10.5 %
  repaired, right Theta: 2.0000 uohm cm
  repaired, Theta -10%: 1.9643 uohm cm
  repaired, Theta +10%: 2.0374 uohm cm
  shift, dimensions: +0.0189 uohm cm
  shift, saturation: +0.0281 uohm cm
  bulk part of rho0: 0.6299 uohm cm
  shift, surface scattering: +0.1370 uohm cm
  error with all shifts added: -0.1309 uohm cm
```
